# Choosing the slab width for grain-boundary conductance through a cusp barrier

Current in a polycrystalline n-type film must cross the boundaries between grains. Electrons trapped at a boundary repel the others and raise a barrier with a sharp tip. Some carriers pass over the tip and some tunnel through it. One way to calculate both is to cut the barrier into slabs of constant potential. The user must then set the slab width $h$ and the energy range. This guide derives what those settings must resolve, and when the simpler thermionic formula will do.

## The barrier

Let $x$ be the distance from the boundary, $N$ the donor density and $\varepsilon$ the permittivity. In the depletion approximation no mobile electrons remain for $|x|<w$, and the grain is neutral beyond. Poisson's equation for the electron's potential energy is then $V''=e^2N/\varepsilon$ on each side. With $V=V'=0$ at $|x|=w$, two integrations give

$$V(x)=E_B\left(1-\frac{|x|}{w}\right)^2,\qquad E_B=\frac{e^2Nw^2}{2\varepsilon}.$$

The slope is $+F$ just left of the tip and $-F$ just right of it, with $F=2E_B/w$. Neutrality requires $2Nw$ trapped electrons per area.

The example is n-type germanium with rough typical parameters: $N=10^{17}$ cm$^{-3}$, relative permittivity 16, $E_B=0.20$ eV, 300 K. The half width is $w=59.5$ nm, so $F=2(0.20)/59.5=0.00673$ eV/nm, and the sheet holds $1.19\times10^{12}$ electrons per cm$^2$.

## From transmission to conductance

Assume parabolic valleys, equally oriented in both grains, coherent passage and a conserved transverse wavevector $\mathbf k_\parallel$. A valley has energy $\tfrac12\hbar^2\,\mathbf k^TW\mathbf k$, where $W$ is its inverse-mass matrix. Let $\mathbf b$ hold the elements of $W$ that couple $k_x$ to $\mathbf k_\parallel$. Completing the square,

$$\mathbf k^TW\mathbf k=W_{xx}\left(k_x+\frac{\mathbf b\cdot\mathbf k_\parallel}{W_{xx}}\right)^2+\mathbf k_\parallel^TS\,\mathbf k_\parallel,\qquad S=W_{\parallel\parallel}-\frac{\mathbf b\mathbf b^T}{W_{xx}}.$$

The shift of $k_x$ is a phase factor $e^{-i(\mathbf b\cdot\mathbf k_\parallel/W_{xx})x}$ in the wavefunction and does not affect transmission. The motion along $x$ therefore has mass $m_x=1/W_{xx}$ and its own energy $E$.

The transverse states below energy $\epsilon$ fill an ellipse of area $2\pi\epsilon/(\hbar^2\sqrt{\det S})$. Dividing by $4\pi^2$ gives $m_\parallel\epsilon/(2\pi\hbar^2)$ states per area and spin, with $m_\parallel=1/\sqrt{\det S}$. Since $\det W=W_{xx}\det S$, a valley with masses $m_l,m_t,m_t$ has $m_\parallel=\sqrt{m_lm_t^2/m_x}$.

Each state carries current $e v_x$, and $v_x\,dk_x=dE/\hbar$. With spin, a voltage $U$ drives

$$J=\frac{2e}{h_P}\sum_{\rm valleys}\frac{m_\parallel}{2\pi\hbar^2}\int dE\,T(E)\int_0^\infty d\epsilon\,[f(E+\epsilon)-f(E+\epsilon+eU)].$$

Here $h_P$ is Planck's constant and $f(E)=1/(1+e^{(E-\mu)/kT})$. For small $U$ the bracket is $-eU\,\partial f/\partial\epsilon$, whose integral over $\epsilon$ is $eUf(E)$. The bracket is already of first order, so $T$ is needed only at zero bias. The conductance per area is

$$g=\frac{2e^2}{h_P}\sum_{\rm valleys}\frac{m_\parallel}{2\pi\hbar^2}\int_0^\infty T(E)f(E)\,dE .$$

If $T$ is replaced by a step at $E_B$, the integral becomes $kT\ln[1+e^{(\mu-E_B)/kT}]$. This defines the thermionic value $g_{cl}$.

Germanium has four valleys with $m_l=1.6$ and $m_t=0.08$ (rough, in electron masses). For a boundary normal along [100] all four are equivalent:

$$\frac1{m_x}=\frac13\,\frac1{1.6}+\frac23\,\frac1{0.08}=8.54,\qquad m_x=0.117,\qquad m_\parallel=0.296.$$

The band density is $1.016\times10^{19}$ cm$^{-3}$, so $\mu\approx0.02585\ln(10^{17}/1.016\times10^{19})=-0.119$ eV. The tip lies 0.319 eV above the Fermi level. The thermal factor is $e^{-0.3194/0.02585}=4.3\times10^{-6}$, and $g_{cl}=2.14\times10^3$ S/cm$^2$.

## What the slab calculation does

Write $\psi$ for the wavefunction along $x$. In a slab of potential $V_j$ let $q=\sqrt{2m_x(E-V_j)}/\hbar$. Expanding the solution about the right edge and evaluating it a distance $h$ to the left gives

$$\psi\to\cos(qh)\,\psi-\frac{\sin(qh)}{q}\psi',\qquad \psi'\to q\sin(qh)\,\psi+\cos(qh)\,\psi'.$$

For $E<V_j$, $q$ is imaginary and the functions become hyperbolic. Start beyond the barrier with the outgoing wave, $(\psi,\psi')=(1,ik)$, $k=\sqrt{2m_xE}/\hbar$, and work leftwards. On the far left $\psi=ae^{ikx}+be^{-ikx}$, hence $|a|=|\psi+\psi'/(ik)|/2$. The velocities on both sides are equal, so $T=1/|a|^2$. The wave grows during this march through the forbidden region. It should be rescaled at intervals, with the logarithm of the scale kept, to avoid overflow.

## How the slab width enters the error

Let each slab take the potential at its midpoint $x_j$, and let the tip fall on a slab edge. With $y=x-x_j$, the staircase differs from the true barrier by

$$\delta V=-(V'_jy+\tfrac12V''y^2).$$

Let $\psi_L$ and $\psi_R$ be the true scattering states for unit waves incident from left and right. To first order $\delta\psi$ obeys

$$\delta\psi''-\frac{2m_x}{\hbar^2}(V-E)\,\delta\psi=\frac{2m_x}{\hbar^2}\,\delta V\,\psi_L .$$

For $x>x'$ the outgoing Green function is $\psi_L(x)\psi_R(x')/D$, with $D=\psi_R\psi_L'-\psi_R'\psi_L$. On the right, $\psi_L=te^{ikx}$ and $\psi_R=e^{-ikx}+re^{ikx}$, which gives $D=2ikt$. Reading off the coefficient of $e^{ikx}$,

$$\delta t=\frac{m_x}{i\hbar^2k}\int\delta V\,P\,dx,\qquad P=\psi_L\psi_R .$$

In one slab $P\approx P_j+P'_jy$. Odd powers of $y$ integrate to zero and $\int y^2dy=h^3/12$, so the slab contributes $-h^3(V'P'/12+V''P/24)$. Summing over slabs,

$$\int\delta V\,P\,dx=-h^2\int\left(\frac{V'P'}{12}+\frac{V''P}{24}\right)dx+O(h^4).$$

Second-order perturbation also enters at $h^4$. Two different slabs contribute $h^3\cdot h^3$ over about $h^{-2}$ pairs. The kink of the Green function contributes $h^5$ in each of about $h^{-1}$ slabs. The error in $T$ is therefore of order $h^2$.

Integrating the first term by parts on each half shows where the error arises. The slope jump leaves $\int V'P'dx=2FP(0)-\int V''P\,dx$, and so

$$\int\delta V\,P\,dx=-h^2\left[\frac{F}{6}P(0)-\frac1{24}\int V''P\,dx\right].$$

The first term is that of an attractive spike of weight $Fh^2/6$ at the tip. On a straight slope each slab keeps the area under the barrier but shifts it away from the tip, and the spike is the net effect of these shifts.

If instead a slab is centred on the tip, its potential is too high by $F|y|$, which adds $+Fh^2P(0)/4$. The spike then has weight $+Fh^2/12$ and is repulsive. The order in $h$ is unchanged but this part of the error changes sign. A refinement series should therefore keep the tip on an edge throughout, or centred throughout.

At $E=0.18$ eV, where $T=0.148$, slabs of 0.496 nm give a relative error in $T$ of $3.85\times10^{-3}$. The $h^2$ formula predicts $3.84\times10^{-3}$.

## An independent value for comparison

A symmetric barrier allows $T$ to be found from the smooth potential without slabs. Let $u$ equal $e^{ikx}$ on the right. The even solution is $u^*+S_eu$ with zero slope at the tip, so $S_e=-u^{*\prime}/u'$. The odd one vanishes there, so $S_o=-u^*/u$. Half their difference has a unit wave incident from the left and none from the right, hence

$$t=\frac{S_e-S_o}2=\frac{u^*u'-u^{*\prime}u}{2uu'} .$$

The numerator is conserved along $x$ and equals $2ik$, so

$$T=\frac{k^2}{|u(0)|^2|u'(0)|^2}.$$

Integrating the differential equation for $u$ over half the barrier gives $g=3.198\times10^3$ S/cm$^2$. The slab results compare as follows.

| $h$ (nm) | $g$ (S/cm$^2$) | error relative to 3198.4 |
|---|---|---|
| 1.98 | 3286.5 | 2.8% |
| 0.99 | 3220.1 | 0.68% |
| 0.50 | 3203.8 | 0.17% |
| 0.25 | 3199.8 | 0.04% |

Each halving divides the error by about four. The first two rows can therefore be combined to cancel the $h^2$ term:

$$g\approx\frac{4(3220.1)-3286.5}{3}=3198.0\ \text{S/cm}^2 .$$

This lies about 0.01% from the reference, closer than the finest single run.

## The length that sets the slab width

Near the top, $V\approx E_B-F|x|$. Balancing kinetic energy $\hbar^2/(2m_x\ell^2)$ against the potential drop $F\ell$ defines

$$\ell=\left(\frac{\hbar^2}{2m_xF}\right)^{1/3},\qquad \delta=F\ell=\left(\frac{\hbar^2F^2}{2m_x}\right)^{1/3}.$$

In these units the spike has strength $h^2/(6\ell^2)$, so the slab width should be judged against $\ell$, not against $w$. Here $\ell=3.64$ nm and $\delta=0.0245$ eV. The row at 0.99 nm has $(h/\ell)^2=0.074$ and error 0.0068, which gives

$$\frac{\Delta g}{g}\approx0.09\left(\frac h\ell\right)^2 .$$

The coefficient belongs to this case, with $\delta/kT=0.95$. It gives 1% for $h\approx\ell/3$ and 0.1% for $h\approx\ell/10$. For another ratio $\delta/kT$, start from $\ell/3$ and halve $h$ once to measure the error.

With several valleys, the largest $m_x$ has the shortest $\ell$. For a [111] normal one germanium valley has $m_x=1.6$, and its $\ell$ is $3.64\,(0.117/1.6)^{1/3}\approx1.5$ nm. Each valley's error counts in proportion to its share of the current, and this one carries only 5%. At $h=0.99$ nm its own error of 2% adds 0.1% to the total, while the other three valleys, with $\ell\approx4.0$ nm, add 0.6%.

## The energy range and the thermionic limit

Let $s=(E-E_B)/\delta$ and $\xi=x/\ell$. Right of the linear tip the equation is $u''=-(\xi+s)u$, with outgoing solution $u={\rm Bi}(-\xi-s)+i\,{\rm Ai}(-\xi-s)$. The parity formula still holds, with the conserved numerator now of magnitude $2/\pi$ from the Airy Wronskian ${\rm Ai\,Bi'}-{\rm Ai'\,Bi}=1/\pi$. Thus

$$T(s)=\frac1{\pi^2({\rm Ai}^2+{\rm Bi}^2)({\rm Ai}'^2+{\rm Bi}'^2)}\Big|_{-s}.$$

At the top, ${\rm Bi}=\sqrt3\,{\rm Ai}$ and ${\rm Bi}'=-\sqrt3\,{\rm Ai}'$. The Wronskian then gives $({\rm Ai\,Ai'})^2=1/(12\pi^2)$, and

$$T(0)=\frac1{16\pi^2({\rm Ai\,Ai'})^2}=\frac34 .$$

The full barrier of the example has 0.757 there. The standard large-argument forms give $T\approx e^{-(8/3)|s|^{3/2}}$ well below the top and $T\approx1-1/(16s^3)$ well above it.

These forms fix the energy range. Put $\tau=\delta/kT$. When the electrons are nondegenerate, the integrand below the top varies as $e^{-(8/3)|s|^{3/2}+\tau|s|}$. For $\tau=0.95$ and $|s|=4$ the exponent is $-21.3+3.8=-17.5$, so starting $4\delta$ below the top loses a negligible part. If $4\delta$ exceeds $E_B$, start at the band edge. Above the top, $14kT$ brings the thermal factor below $10^{-6}$. The energy spacing must resolve the smaller of $\delta$ and $kT$.

Dividing by the thermionic integral, with $\theta(s)$ the unit step,

$$\frac g{g_{cl}}=\tau\int T(s)e^{-s\tau}ds=1+\tau\int[T(s)-\theta(s)]e^{-s\tau}ds .$$

For small $\tau$ the exponential tends to one. The remaining integral converges by the two forms above, so

$$\frac g{g_{cl}}\approx1+C\,\frac\delta{kT},\qquad C=\int[T(s)-\theta(s)]\,ds=0.282 .$$

At fixed $E_B$, $F\propto1/w$, so in this limit the excess falls as $w^{-2/3}$. For the narrower barriers below it falls faster. The table widens the barrier with $E_B$, $T$ and $\mu$ held fixed.

| $w$ (nm) | $\delta/kT$ | $g/g_{cl}$, slabs | Airy integral | $1+C\delta/kT$ |
|---|---|---|---|---|
| 59.5 | 0.948 | 1.499 | 1.500 | 1.268 |
| 476 | 0.237 | 1.081 | 1.080 | 1.067 |
| 3806 | 0.059 | 1.018 | 1.018 | 1.017 |

The linear rule serves for the widest barrier but gives only about half the excess for the narrowest, where the Airy integral is still good. The linear rule alone would put the thermionic formula within 5% for $\delta<0.18\,kT$, but it underestimates the excess. Interpolating $(g/g_{cl}-1)/(\delta/kT)$ between the last two Airy entries gives an excess just under 5% at $\delta=0.15\,kT$, which is the safer limit as long as transport is coherent.

In the example 38% of the current passes below the top, or $1.22\times10^3$ S/cm$^2$. The other $1.98\times10^3$ S/cm$^2$ passes above it, about 7% less than $g_{cl}$ because the tip reflects some of those electrons. The net enhancement of 50% is the sum of the two effects. At 200 K, with $E_B$ held at 0.20 eV, $g$ falls to 109 S/cm$^2$ and the enhancement rises to a factor of 1.99.

The wide-barrier limit belongs to coherent transport. Thermionic emission needs the layer in which $V$ drops by $kT$, of thickness $kT/F$, to be much thinner than the mean free path. With a rough grain mobility of 2500 cm$^2$/Vs the path is about 52 nm. The layer is 3.8 nm thick in the example but 246 nm for the widest barrier, where collisions would control the current. Even in the example they are not negligible. A rough measure is the drift-diffusion resistance $\int(e^{V/kT}-1)\,dx/(e\mu_nN)$ over both sides, with $\mu_n$ the grain mobility. Added in series, it lowers $g_{cl}$ by about 9% and $g$ by about 13% in the example, and it brings $g_{cl}$ down to about 0.4 of its value at $\delta=0.15\,kT$. At fixed $E_B$ the thickness varies as $\delta^{-3/2}$, so at $\delta=0.15\,kT$ it is already about 61 nm, comparable with the path. Collisions would then lower $g$ well below $g_{cl}$, and the 5% limit above cannot be used for this germanium. At fixed $E_B$ the donor density varies as $w^{-2}$: it would be about 250 times lower at $\delta=0.15\,kT$ and $64^2$ times lower for the widest barrier. These wide barriers test the mathematics and do not describe a comparable film.

## Reading the result for a real film

For 500 nm grains the barrier-limited mobility is

$$\frac{gL}{eN}=\frac{(3.20\times10^3)(5\times10^{-5})}{(1.60\times10^{-19})(10^{17})}\approx10\ \text{cm}^2/\text{Vs}.$$

The grain interior conducts $8.0\times10^5$ S/cm$^2$, some 250 times more than the boundary, so in this model the boundary dominates the resistance. Small bias means well below $kT/e$ per boundary, or a film field well below about 500 V/cm.

Undoped polycrystalline germanium is often p-type, so the example supposes deliberate donor doping. Barrier heights depend strongly on preparation, and a change of $kT$ in $E_B$ alters $g_{cl}$ by a factor $e$. This matters if the trapped charge is the input instead of $E_B$. Restoring the mobile electrons changes Poisson's equation to $V''=(e^2N/\varepsilon)(1-e^{-V/kT})$. Multiplying by $V'$ and integrating from the grain gives

$$\tfrac12V'^2=\frac{e^2N}{\varepsilon}\left[V-kT(1-e^{-V/kT})\right].$$

The same sheet charge fixes the same slope at the tip, so the barrier must be higher by about $kT$: 0.226 eV instead of 0.200 eV. The thermionic factor drops to 0.37 of its former value.

Other effects differ widely in size. Degeneracy changes the carrier statistics by 0.35%, and a [111] normal lowers $g$ by 5%. Taking $m_l=1.59$, $m_t=0.0815$ and permittivity 16.2 lowers $g$ by 1.4%, to $3.15\times10^3$ S/cm$^2$. All donors in the grain were taken as ionised. An isolated donor level 12 meV deep would lower the electron density, and $g$, by about 3% at 300 K and 6% at 200 K. Valley alignment is more serious. A rotation of the grain displaces a valley, at distance $\sqrt3\pi/a$ from the zone centre ($a$ is the lattice constant), by more than the thermal wavevector $\sqrt{2m_\parallel kT}/\hbar$ beyond about 2.7 degrees. This is only a typical size, because the valley is anisotropic and the angle depends on the rotation axis. Randomly oriented grains break this assumption. The loss of transmission then depends on scattering at the boundary and is not calculated here.

Discrete charges also make the barrier uneven. A linear-screening estimate with grounded planes at $|x|=w$ gives rms fluctuations of 0.017 eV from donors and 0.043 eV from randomly placed traps. For the traps, wavevectors above $1/\ell$ are left out. If patches of the boundary conduct in parallel and their heights are Gaussian, the average of $e^{-\Delta E_B/kT}$ is

$$\exp\frac{0.0174^2+0.0426^2}{2(0.02585)^2}\approx5 .$$

This is a rough size that depends on the cutoff: leaving out traps closer than $\ell$, instead of wavevectors above $1/\ell$, lowers it to about 3. Repulsion between trapped electrons would reduce it further by making their positions more regular. Without that reduction, which is not calculated here, it exceeds the tunnelling factor of 1.5. For a real film, a slab error of 1% is therefore ample, and further effort belongs to the barrier height and its spread. Finer slabs are useful when two calculations within the same model are compared. The numerical output follows.

## Calculated quantities

```
masses m_l, m_t (m0): 1.6, 0.08; permittivity 16.0
doping 1.0e+17 cm^-3; barrier 0.20 eV; T 300 K
grain size 500 nm; grain mobility 2500 cm2/Vs
gap 0.66 eV; lattice constant 0.566 nm
thermal energy kT = 0.02585 eV
half width w = 59.47 nm; sheet charge = 1.189e+12 e/cm2
cusp slope F/e = 0.0673 MV/cm = 0.00673 V/nm
m_x = 0.1171 m0; m_par per valley = 0.2957 m0
band density Nc = 1.016e+19 cm^-3
chemical potential from band edge = -0.1194 eV
barrier top above Fermi level = 0.3194 eV
cusp energy delta = 0.02451 eV; delta/F = 3.644 nm
conductance g (ODE) = 3.19843e+03 S/cm2
thermionic g_cl = 2.13508e+03 S/cm2; g/g_cl = 1.4980
share of g carried below barrier top = 0.3818
barrier-limited mobility = 9.982 cm2/Vs
slabs 60: h 1.982 nm, g 3.28650e+03 S/cm2, rel. error 2.753e-02
slabs 120: h 0.991 nm, g 3.22013e+03 S/cm2, rel. error 6.783e-03
slabs 240: h 0.496 nm, g 3.20383e+03 S/cm2, rel. error 1.689e-03
slabs 480: h 0.248 nm, g 3.19978e+03 S/cm2, rel. error 4.219e-04
error ratio 240/480 slabs = 4.0038
T at 0.18 eV = 0.14828; 240-slab relative error:
  observed 3.8506e-03, predicted 3.8391e-03
cusp constant C = 0.28222; ideal cusp T at top = 0.7500
width x1: w 59.5 nm, delta/kT 0.9480, T(top) 0.7568
  g/g_cl 1.49867, Airy 1.50027, 1+C delta/kT 1.26756
width x8: w 475.8 nm, delta/kT 0.2370, T(top) 0.7532
  g/g_cl 1.08066, Airy 1.07988, 1+C delta/kT 1.06689
width x64: w 3806.2 nm, delta/kT 0.0593, T(top) 0.7508
  g/g_cl 1.01759, Airy 1.01754, 1+C delta/kT 1.01672
200 K: g = 1.0923e+02 S/cm2, g/g_cl = 1.9931
[111] normal: g = 3.0507e+03 S/cm2, ratio to [100] 0.9534
degeneracy: exp(mu/kT) Nc/N = 1.00349
barrier at same sheet charge with electron tail = 0.2258 eV
  thermionic factor from this rise = 0.3679
layer kT/F = 3.84 nm; mean free path = 52.3 nm
layer kT/F at width x64 = 246 nm
grain interior conductance = 8.011e+05 S/cm2
valley mismatch matters beyond about 2.67 degrees
film field giving kT/e per boundary = 517 V/cm
rms potential: dopants 0.0174 eV, random traps 0.0426 eV
rough patch-average factor from both = 4.88
```
